# Arrhenius parameters from a unimolecular Eyring rate, with a silane stability window

## 1. Definitions and conventions

A gas-phase precursor decomposes in one unimolecular step. Its rate constant $k$, in 1/s, is taken in the Eyring form

$$k(T)=\frac{k_BT}{h}\,e^{\Delta S^\ddagger/R}\,e^{-\Delta H^\ddagger/RT}. \tag{1}$$

Here $k_B$ is the Boltzmann constant, $h$ the Planck constant and $R$ the gas constant. The activation enthalpy $\Delta H^\ddagger$ and the activation entropy $\Delta S^\ddagger$ are molar quantities. Until Section 6 both are constant. The transmission coefficient is one, and collisions are frequent enough to keep the reactant in thermal equilibrium at every energy. This last condition is the high-pressure limit, and Section 9 shows what its failure costs.

The Arrhenius law is $k_{\rm Arr}(T)=A\,e^{-E_a/RT}$ with constant $A$ and $E_a$. A plot of $\ln k_{\rm Arr}$ against $1/T$ is a straight line. Equation (1) does not give a straight line, so its Arrhenius parameters need a definition. We take the tangent at a chosen temperature. Its slope defines the energy and its intercept the prefactor:

$$E_a(T)=-R\,\frac{d\ln k}{d(1/T)},\qquad A(T)=k(T)\,e^{E_a(T)/RT}. \tag{2}$$

Since $d(1/T)=-dT/T^2$, the first definition is the same as

$$E_a(T)=RT^2\,\frac{d\ln k}{dT}. \tag{3}$$

In logarithms, a rate constant stands for its numerical value in 1/s.

## 2. The energy and the prefactor

The logarithm of (1) is

$$\ln k=\ln\frac{k_B}{h}+\ln T+\frac{\Delta S^\ddagger}{R}-\frac{\Delta H^\ddagger}{RT}. \tag{4}$$

Differentiate term by term. The first and third terms are constant. The second gives $1/T$. The last gives $+\Delta H^\ddagger/RT^2$, because the derivative of $-1/T$ is $+1/T^2$. Hence

$$\frac{d\ln k}{dT}=\frac1T+\frac{\Delta H^\ddagger}{RT^2}, \tag{5}$$

and multiplication by $RT^2$, as (3) requires, gives

$$E_a(T)=\Delta H^\ddagger+RT. \tag{6}$$

The extra $RT$ comes from the factor $T$ in front of the exponentials. That factor makes the rate grow a little faster with temperature than the enthalpy term alone would, and a straight-line analysis books this growth as energy.

For the prefactor, insert (1) and (6) in the second definition of (2):

$$A=\frac{k_BT}{h}\,e^{\Delta S^\ddagger/R}\,e^{-\Delta H^\ddagger/RT}\,e^{(\Delta H^\ddagger+RT)/RT}. \tag{7}$$

The two enthalpy exponents cancel. What remains of the last exponential is $e^{RT/RT}=e$, so

$$A(T)=e\,\frac{k_BT}{h}\,e^{\Delta S^\ddagger/R}. \tag{8}$$

An Arrhenius pair with constant parameters is obtained by evaluating (6) and (8) at one temperature $T_0$:

$$E_a=\Delta H^\ddagger+RT_0,\qquad A=e\,\frac{k_BT_0}{h}\,e^{\Delta S^\ddagger/R}. \tag{9}$$

The inverse relations extract activation parameters from a pair measured around $T_0$:

$$\Delta H^\ddagger=E_a-RT_0,\qquad \Delta S^\ddagger=R\left[\ln\frac{Ah}{k_BT_0}-1\right]. \tag{10}$$

Leaving out the $-1$ would make the entropy too large by $R$, about 8.3 J/(mol K).

The same calculation covers any power-law prefactor. If $k=cT^m e^{-E_0/RT}$ with constant $c$, $m$ and $E_0$, then $d\ln k/dT=m/T+E_0/RT^2$. Therefore $E_a=E_0+mRT$ and $A=cT^m e^m$. Equation (1) is the case $m=1$. For $m=0$ both corrections vanish together.

## 3. Why the two corrections belong together

At $T_0$ the Arrhenius exponential contains $e^{-RT_0/RT_0}=e^{-1}$, which cancels the $e$ in $A$. The pair (9) therefore returns the Eyring rate at $T_0$. Three incomplete pairs behave differently.

If $E_a$ includes $RT_0$ but $A$ lacks the $e$, the rate is the tangent rate divided by $e$ at every temperature.

If $A$ includes the $e$ but the energy is $\Delta H^\ddagger$, the rate is the tangent rate times $e^{RT_0/RT}=e^{T_0/T}$. This factor equals $e$ at $T_0$ and grows on cooling.

If both corrections are left out, the rate is $(k_BT_0/h)\,e^{\Delta S^\ddagger/R}e^{-\Delta H^\ddagger/RT}$. Division by (1) leaves

$$\frac{k_{\rm neither}(T)}{k(T)}=\frac{T_0}{T}. \tag{11}$$

This pair is right at $T_0$ but has the wrong slope there. It overestimates the rate below $T_0$ and underestimates it above.

## 4. How far the tangent can be trusted

Subtract the logarithm of the Arrhenius law with the pair (9) from (4). The entropy terms cancel, and the logarithm of $e$ leaves $-1$:

$$\ln\frac{k}{k_{\rm Arr}}=\ln\frac{T}{T_0}-1+\frac{-\Delta H^\ddagger+\Delta H^\ddagger+RT_0}{RT}. \tag{12}$$

The enthalpy cancels as well. The error depends on the temperature ratio alone:

$$\ln\frac{k}{k_{\rm Arr}}=g(T),\qquad g(T)=\ln\frac{T}{T_0}-1+\frac{T_0}{T}. \tag{13}$$

Its derivative is $g'(T)=1/T-T_0/T^2=(T-T_0)/T^2$, negative below $T_0$ and positive above. Thus $g$ has its minimum at $T_0$, where $g=0$, and $g\ge0$ everywhere. With constant $\Delta H^\ddagger$ and $\Delta S^\ddagger$, the tangent never overestimates the Eyring rate.

To see the size near $T_0$, put $u=(T-T_0)/T_0$. Then $T/T_0=1+u$, and

$$g=\left(u-\frac{u^2}{2}+\frac{u^3}{3}\right)-1+\left(1-u+u^2-u^3\right)+\dots=\frac{u^2}{2}-\frac{2u^3}{3}+\dots \tag{14}$$

The linear terms cancel, as they must for a tangent. A 10 % change of temperature costs about half a percent in the rate. The cubic term makes the error larger on cooling than on equal heating. For $T\ll T_0$ the term $T_0/T$ dominates and the tangent rate becomes far too small.

## 5. Parameters from two measured rates

Two rates, at $T_1<T_2$, determine a chord of the curve instead of a tangent. From (4),

$$\ln\frac{k(T_2)}{k(T_1)}=\ln\frac{T_2}{T_1}+\frac{\Delta H^\ddagger}{R}\left(\frac1{T_1}-\frac1{T_2}\right). \tag{15}$$

The chord energy is $R$ times the left side divided by $1/T_1-1/T_2=(T_2-T_1)/(T_1T_2)$. This gives

$$E_a^{\rm chord}=\Delta H^\ddagger+RT_{\rm eff},\qquad T_{\rm eff}=\frac{T_1T_2}{T_2-T_1}\ln\frac{T_2}{T_1}. \tag{16}$$

With $x=1/T$, the effective temperature is the average of $T=1/x$ over the interval of $x$ between the two points, since $\int dx/x=\ln x$. It therefore lies between $T_1$ and $T_2$. Equation (16) tells which temperature belongs in the $RT$ term when only two rates are known.

## 6. An activation heat capacity

The activation enthalpy and entropy may themselves vary. Let $C(T)$ be the activation heat capacity at constant pressure, so that

$$\frac{d\Delta H^\ddagger}{dT}=C,\qquad \frac{d\Delta S^\ddagger}{dT}=\frac{C}{T}. \tag{17}$$

Differentiating (4) now produces two further terms:

$$\frac{d\ln k}{dT}=\frac1T+\frac{C}{RT}-\frac{C}{RT}+\frac{\Delta H^\ddagger(T)}{RT^2}. \tag{18}$$

They cancel. Equations (6) and (8) hold locally with $\Delta H^\ddagger(T)$ and $\Delta S^\ddagger(T)$ in place of the constants.

The extrapolation away from $T_0$ does change. For constant $C$, integration of (17) adds $C(T-T_0)$ to the enthalpy and $C\ln(T/T_0)$ to the entropy. The resulting change of $\ln k$ is

$$\frac{C}{R}\ln\frac{T}{T_0}-\frac{C(T-T_0)}{RT}=\frac{C}{R}\left[\ln\frac{T}{T_0}-1+\frac{T_0}{T}\right]=\frac{C}{R}\,g(T). \tag{19}$$

The total error of the tangent becomes $(1+C/R)\,g(T)$. The factor $T$ in the Eyring rate acts like an activation heat capacity $R$. If $C=-R$, the two effects cancel and the law is a straight Arrhenius line. If $C<-R$, the tangent overestimates the rate away from $T_0$.

## 7. From rate to stability window

For irreversible first-order loss at constant temperature, $dn/dt=-kn$, so the lost fraction after time $t$ is $X=1-e^{-kt}$. A prescribed loss requires

$$k_*=-\frac{\ln(1-X)}{t}. \tag{20}$$

The lower edge of the window is the temperature at which a small permitted loss occurs during the stay in the gas line. The upper edge is the temperature at which nearly complete loss occurs during the stay in the reactor. Below the first the gas survives delivery, and above the second it decomposes in time, provided that all molecules stay equally long. If the residence times are spread about the same mean, the loss at a given temperature is smaller. For the Arrhenius law, $k_*=Ae^{-E_a/RT}$ can be solved directly:

$$T_*=\frac{E_a}{R\ln(A/k_*)}. \tag{21}$$

For (1) the factor $T$ in front of the exponentials prevents such an elementary solution, and we find the edge numerically.

Suppose an approximate law gives $\ln k+\delta$ instead of $\ln k$. Its edge is shifted by $\Delta T$ such that the change of $\ln k$ cancels $\delta$. By (3), to first order,

$$\Delta T\simeq-\frac{RT^2}{E_a}\,\delta. \tag{22}$$

A law that is too slow has $\delta<0$ and places the edge too high.

## 8. Worked example: silane in nitrogen

Consider SiH$_4$ → SiH$_2$ + H$_2$, with silane dilute in N$_2$. We use rough values, $\Delta H^\ddagger=235$ kJ/mol and $\Delta S^\ddagger=30$ J/(mol K), and place the tangent at $T_0=850$ K. The digits below serve to separate the laws from one another. They do not express knowledge of silane to that accuracy.

The energy follows from $RT_0=7.067$ kJ/mol:

$$E_a=235+7.067=242.067\ \text{kJ/mol},$$

or 2.509 eV per molecule. With $k_BT_0/h=1.7711\times10^{13}$ 1/s and $e^{\Delta S^\ddagger/R}=36.90$,

$$A=2.718\times1.7711\times10^{13}\times36.90=1.776\times10^{15}\ \text{1/s},$$

so $\log_{10}A=15.25$. Numerical differentiation of the Eyring rate gives the same slope and intercept to the digits shown. Both laws give $k(T_0)=2.367$ 1/s.

Rates at 800 and 900 K would give $T_{\rm eff}=848.0$ K and a chord energy of 242.051 kJ/mol. The difference from the tangent value is negligible here because $T_{\rm eff}$ lies close to $T_0$.

Let the lower edge be 1 % loss in 3600 s and the upper edge 99 % loss in 1 s. Equation (20) gives

$$k_{\rm low}=\frac{-\ln0.99}{3600\ \text{s}}=2.792\times10^{-6}\ \text{1/s},\qquad k_{\rm high}=\frac{-\ln0.01}{1\ \text{s}}=4.605\ \text{1/s}.$$

With $E_a/R=29114$ K and $\ln A=35.113$, the tangent edges from (21) are

$$T_{\rm low}=\frac{29114}{35.113+12.789}=607.8\ \text{K},\qquad T_{\rm high}=\frac{29114}{35.113-1.527}=866.8\ \text{K}.$$

The Eyring rate itself gives 607.0 and 866.8 K. At the lower edge $g=0.0636$, so the Eyring rate is 6.6 % above the tangent rate. Equation (22) turns this into a shift of 0.81 K, in agreement with the two edges. The tangent serves well over the whole window although the rate changes by more than six powers of ten. The local energy (6) varies only from 240.05 to 242.21 kJ/mol between the edges.

The incomplete pairs of Section 3, with the same inputs and $T_0$, give these edges:

| Pair | Lower edge (K) | Upper edge (K) |
|---|---|---|
| Complete tangent | 607.8 | 866.8 |
| $e$ left out | 620.7 | 893.4 |
| $RT_0$ left out | 590.0 | 841.5 |
| Both left out | 602.6 | 867.4 |

Leaving out the $e$ means $\delta=-1$. Equation (22) then predicts shifts of about 13 and 26 K, close to those in the table. Leaving out $RT_0$ makes the rate too large and moves both edges down. Leaving out both does little harm at the upper edge, which is near $T_0$. At the lower edge the rate is too large by $T_0/T=1.40$, and the edge falls about 4 K below the Eyring value.

## 9. What the high-pressure model neglects

### Pressure falloff

Molecules with enough energy to react must be replaced by collisions. Unless collisions are much faster than reaction at the energies that matter, reaction depletes these molecules and (1) overestimates the rate. To size this effect, let $E$ be the energy of one molecule, $\rho(E)$ its density of states and $\varepsilon=E_a/N_A$, with $N_A$ the Avogadro constant. The thermal distribution is $f(E)=\rho(E)e^{-E/k_BT}/Q$, where $Q=\int\rho\,e^{-E/k_BT}dE$. Choose the energy-resolved rate

$$k(E)=A\,\frac{\rho(E-\varepsilon)}{\rho(E)}\quad(E\ge\varepsilon),\qquad k(E)=0\quad(E<\varepsilon). \tag{23}$$

Its thermal average is

$$\int_\varepsilon^\infty k(E)f(E)\,dE=\frac{A}{Q}\int_\varepsilon^\infty\rho(E-\varepsilon)e^{-E/k_BT}dE=A\,e^{-\varepsilon/k_BT}, \tag{24}$$

where the substitution $E'=E-\varepsilon$ restores $Q$. The choice thus reproduces the high-pressure Arrhenius law.

Let collisions occur at rate $\omega$, each one restoring the thermal distribution (strong collisions). In the steady state, supply $\omega f$ balances loss $(\omega+k(E))\,n(E)$, so $n=\omega f/(\omega+k(E))$ and

$$k_{\rm uni}=\int_\varepsilon^\infty\frac{\omega\,k(E)}{\omega+k(E)}\,f(E)\,dE. \tag{25}$$

For large $\omega$ this returns (24). For small $\omega$ it becomes $\omega\int_\varepsilon^\infty f\,dE$, proportional to pressure.

For silane we take rough vibrational wavenumbers, four of 2200 and five of 950 1/cm, a classical rotor, and a collision diameter of 0.4 nm. At 850 K and 760 Torr the collision rate is $4.76\times10^9$ 1/s. The rate is then 0.454 of its high-pressure value. Nitrogen transfers less energy per collision than the strong-collision model assumes. A rough efficiency of 0.2, applied as a factor on $\omega$, lowers the fraction to 0.215. At 1 Torr, even with strong collisions, it is 0.0029. These fractions depend on the model well beyond the digits shown. The choice (23) is not unique: $k(E)=e^{\Delta S^\ddagger/R}N(E-\Delta H^\ddagger/N_A)/h\rho(E)$, with $N(E)=\int_0^E\rho\,dE'$, has the Eyring rate (1) as its thermal average and a lower threshold. It gives 0.470, 0.243 and 0.0058 for the same three cases. Keeping (23) but counting only two rotational degrees of freedom in $\rho$ gives 0.36, 0.14 and 0.0014.

The apparent energy falls too, to 229.9 kJ/mol with strong collisions and 225.1 kJ/mol with efficiency 0.2, both at 760 Torr. These reductions exceed the $RT_0$ term. The reason can be read from (25). At fixed $\omega$, differentiating $e^{-E/k_BT}/Q$ shows that $k_BT^2\,d\ln k_{\rm uni}/dT$ is the mean energy of the reacting molecules minus the mean energy of all molecules. Compared with (24), the reacting molecules carry the additional weight $\omega/(\omega+k(E))$. Where $k(E)$ rises with $E$, this weight suppresses the most energetic ones and lowers their mean energy. At fixed pressure there is a smaller second contribution: gas density varies as $1/T$ and molecular speed as $T^{1/2}$, so $\omega$ falls as $T^{-1/2}$.

For the window edges we multiply the Eyring rate (1) by the fraction $k_{\rm uni}/k_{\rm Arr}$ from (25) and (24). At 760 Torr the edges become 611.7 and 889.9 K for strong collisions, and about 619 and 913.5 K for efficiency 0.2. Equation (25) used directly, with the tangent law as its limit, places the lower edges about 0.8 K higher. The alternative models above shift the upper edges by between $-3$ and $+13$ K. The upper edge moves by 23 to 47 K, about as much as or more than the missing factor $e$ moved it. An apparent energy measured in this regime should not be inserted in (10) as if it were a high-pressure value.

### Further corrections

Tunnelling can be estimated by the Wigner factor $\kappa=1+(hc\tilde\nu/k_BT)^2/24$, with $c$ the speed of light and $\tilde\nu$ the wavenumber of the unstable motion at the barrier. For a rough $\tilde\nu=1000$ 1/cm, $\kappa=1.119$ at 850 K. Since $\kappa-1$ varies as $T^{-2}$, (3) gives an energy shift $-2RT(\kappa-1)/\kappa$, or $-1.5$ kJ/mol. Tunnelling helps more at low temperature and so flattens the slope.

An activation heat capacity $C=+R$, with enthalpy and entropy fixed at $T_0$, adds 0.0636 to $\ln k$ at the lower edge. By (22) this is again a shift below 1 K.

The SiH$_2$ formed can insert into another SiH$_4$. If each SiH$_2$ does so, two silane molecules are lost per primary step. The required $k$ is halved and the high-pressure upper edge falls by 17.5 K. The reverse reaction, which restores silane, is not included, and this omission is not small. Rigid-rotor, harmonic estimates with B3LYP and MP2 reaction energies give an equilibrium constant of only $3\times10^{-8}$ to $1\times10^{-7}$ bar at 867 K. With 0.01 bar of silane the primary step alone would come to equilibrium at 0.2 to 0.3 % loss there, and at a loss of order $10^{-6}$ at the lower edge. The edges computed here therefore assume that SiH$_2$ is removed for good, by further reaction or at a wall, faster than it recombines with H$_2$. Recombination gains weight as H$_2$ accumulates or if H$_2$ is the carrier gas, and it raises the temperature needed for a given loss.

### The real process

The chosen energy, about 2.5 eV, is of a reasonable size for the high-pressure decomposition of silane. The prefactor follows from the rough activation entropy and is an assumption of the example. An error of 5 kJ/mol in $\Delta H^\ddagger$ alone changes $\ln k$ by $(5\ \text{kJ/mol})/RT$ and moves the upper edge by about $866.8\times5/242\simeq18$ K. Low-pressure silicon deposition from silane can work at 1 Torr or less. At 1 Torr and 850 K, falloff with strong collisions reduces the gas-phase rate by a factor of about 340 with the choice (23), or about 170 with the threshold at $\Delta H^\ddagger$, and at lower pressure the reduction is larger still. Silane also reacts on hot surfaces. Surface reaction can consume the gas well below the calculated upper edge, and wall reactions can also lower the usable line temperature. Their size depends on the surface and is not estimated here. The calculated edges are therefore estimates for irreversible homogeneous decomposition at uniform temperature, either in the high-pressure limit or at 760 Torr, as stated with each. At 1 Torr the upper edge for homogeneous decomposition lies well above these values. None of the edges can serve as a safety limit. The values of the main model are collected in the numerical output.

## Computed results

```
Activation enthalpy (rough input): 235 kJ/mol
Activation entropy (rough input): 30 J/mol/K
Tangent temperature T0: 850 K
kB T0/h: 1.7711e+13 1/s
exp(S/R): 36.90
R T0: 7.067 kJ/mol
Ea, formula: 242.067 kJ/mol
Ea, numerical slope: 242.067 kJ/mol
Ea per molecule: 2.509 eV
A, formula: 1.776e+15 1/s
A, numerical intercept: 1.776e+15 1/s
log10(A in 1/s): 15.25
k(T0), Eyring: 2.3670 1/s
k(T0), Arrhenius: 2.3670 1/s
Chord temperatures: 800 and 900 K
Chord Ea: 242.051 kJ/mol; T_eff: 848.0 K
Lower edge: loss 1% in 3600 s
  rate needed: 2.792e-06 1/s
Upper edge: loss 99% in 1 s
  rate needed: 4.605 1/s
Edges, Eyring: 607.0 and 866.8 K
Edges, tangent: 607.8 and 866.8 K
Edges, e forgotten: 620.7 and 893.4 K
Edges, RT forgotten: 590.0 and 841.5 K
Edges, both forgotten: 602.6 and 867.4 K
ln(k/k_Arr) at lower edge: 0.0636
Estimated lower-edge shift of tangent: 0.81 K
Local Ea at lower edge: 240.05 kJ/mol
Local Ea at upper edge: 242.21 kJ/mol
Rough silane wavenumbers: 2200 (x4), 950 (x5) 1/cm
Rough collision diameter: 0.4 nm
Collision rate, 760 Torr, T0: 4.76e+09 1/s
k/k_inf, T0, 760 Torr, strong: 0.454
k/k_inf, T0, 760 Torr, eff. 0.2: 0.215
k/k_inf, T0, 1 Torr, strong: 0.0029
Apparent Ea, 760 Torr, strong: 229.9 kJ/mol
Apparent Ea, 760 Torr, eff. 0.2: 225.1 kJ/mol
Edges, 760 Torr, strong: 611.7 and 889.9 K
Edges, 760 Torr, eff. 0.2: 618.9 and 913.5 K
Rough barrier wavenumber: 1000 1/cm
Wigner factor at T0: 1.119
Tunnelling shift of Ea at T0: -1.51 kJ/mol
Heat capacity +R: added ln k at lower edge: 0.0636
Upper-edge shift if loss doubles: -17.5 K
```
